# The sphere-sphere Coulomb matrix of the mixed product basis, part 2

The problem is the Coulomb matrix $v_{IJ}(\mathbf k)$ between Bloch sums of functions confined to non-overlapping atomic spheres, the sphere part of the mixed product basis. Hartree atomic units are used, with $e^2=1$ Ha bohr. The $Y_{lm}$ are complex with the Condon-Shortley phase, $Y_{l,-m}=(-1)^mY_{lm}^*$, $\mathcal Y_{lm}(\mathbf r)=r^lY_{lm}(\hat{\mathbf r})$ and $(-1)!!=1$.

The crystal has $N$ cells of volume $\Omega$, lattice vectors $\mathbf T$ and reciprocal vectors $\mathbf G$. Atom $a$ sits at $\mathbf R_a$ in a sphere of radius $s_a$. With $I=(aLMP)$ and $J=(a'L'M'P')$, the local function is $m_I(\boldsymbol\rho)=M_{aLP}(\rho)\,Y_{LM}(\hat{\boldsymbol\rho})$, where $M_{aLP}$ is real and zero for $\rho>s_a$, and $P$ counts radial functions. Its Bloch sum carries the factor $e^{i\mathbf k\cdot(\mathbf T+\mathbf R_a)}/\sqrt N$. With $\boldsymbol\tau=\mathbf R_{a'}-\mathbf R_a$ and $\mathbf D=\mathbf T+\boldsymbol\tau$,
$$v_{IJ} = \sum_{\mathbf D} e^{i\mathbf k\cdot\mathbf D}\, W_{IJ}(\mathbf D), \qquad W_{IJ}(\mathbf D) = \iint \frac{m_I^*(\boldsymbol\rho)\, m_J(\boldsymbol\rho')}{|\boldsymbol\rho - \boldsymbol\rho' - \mathbf D|}\, d^3\rho\, d^3\rho'. \tag{1}$$
$$W_{IJ}(\mathbf D) = \int \frac{d^3q}{(2\pi)^3}\, \frac{4\pi}{q^2}\, \hat m_I^*(\mathbf q)\, \hat m_J(\mathbf q)\, e^{-i\mathbf q\cdot\mathbf D}. \tag{2}$$
$$v_{IJ}(\mathbf k) = \frac{1}{\Omega} \sum_{\mathbf G} \frac{4\pi}{q^2}\, e^{-i\mathbf G\cdot\boldsymbol\tau}\, \hat m_I^*(\mathbf q)\, \hat m_J(\mathbf q), \qquad \mathbf q = \mathbf k + \mathbf G. \tag{3}$$
Here $\hat m_I(\mathbf q)=4\pi(-i)^LY_{LM}(\hat{\mathbf q})\int_0^{s_a}M_{aLP}(r)\,j_L(qr)\,r^2dr$, and (3) requires $\mathbf q\ne0$. For harmonic $f$ the Taylor series is
$$f(\boldsymbol\rho) = \sum_{lm} \frac{4\pi}{(2l+1)!!}\, \mathcal Y_{lm}(\boldsymbol\rho)\, \big[\mathcal Y^*_{lm}(\nabla) f\big](0). \tag{7}$$
With $l=L+L'$, $m=M-M'$ and $Q_{aLP}=\int_0^{s_a}M_{aLP}(r)\,r^{L+2}\,dr$ (also written $Q_I$), the result is
$$v_{IJ}(\mathbf k) = \delta_{aa'}\delta_{LL'}\delta_{MM'}\, K_{aLPP'} + c_{LM,L'M'}\, Q_{aLP}\, Q_{a'L'P'}\, S^{aa'}_{lm}(\mathbf k), \tag{11}$$
$$S^{aa'}_{lm}(\mathbf k) = \sum_{\mathbf D \ne 0} e^{i\mathbf k\cdot\mathbf D}\, \frac{Y^*_{lm}(\hat{\mathbf D})}{D^{l+1}},$$
$$K_{aLPP'} = \frac{4\pi}{2L+1} \int_0^{s_a}\!\!\int_0^{s_a} M_{aLP}(r)\, \frac{r_<^L}{r_>^{L+1}}\, M_{aLP'}(r')\, r^2 r'^2\, dr\, dr', \tag{5}$$
$$c_{LM,L'M'} = (-1)^{L'+M'} (4\pi)^{3/2} \sqrt{\frac{(l+m)!\,(l-m)!}{(2L+1)(2L'+1)(2l+1)\,(L+M)!\,(L-M)!\,(L'+M')!\,(L'-M')!}}.$$

### 10. In what sense the lattice sum exists

A shell between $D$ and $D + dD$ holds about $4\pi D^2 dD/\Omega$ points, and the angular mean of $|Y_{lm}|$ is positive. The sum of absolute values thus behaves as $\int D^{1-l} dD$, which converges for $l \ge 3$ and diverges for $l \le 2$. For $l \le 2$ a prescription is required.

The tool is Poisson summation. A function $\Phi$ summed over the lattice is periodic in $\boldsymbol\tau$, and computing its Fourier coefficients over one cell unfolds the sum into an integral over all space:
$$\sum_{\mathbf T} \Phi(\mathbf T + \boldsymbol\tau) = \frac1\Omega \sum_{\mathbf G} e^{-i\mathbf G\cdot\boldsymbol\tau} \int e^{i\mathbf G\cdot\mathbf x}\, \Phi(\mathbf x)\, d^3x. \tag{12}$$
Multiply each term of (1) by a cutoff $\varphi(\mathbf D/R)$, where $\varphi$ is smooth, decays fast and has $\varphi(0) = 1$. Insert (2) and apply (12) to $\Phi = \varphi(\mathbf x/R)\, e^{i(\mathbf k - \mathbf q)\cdot\mathbf x}$. The lattice sum becomes $\Omega^{-1}\sum_{\mathbf G} e^{-i\mathbf G\cdot\boldsymbol\tau} R^3 \tilde\varphi(R(\mathbf k + \mathbf G - \mathbf q))$, with $\tilde\varphi(\mathbf p) = \int \varphi\, e^{i\mathbf p\cdot\mathbf y} d^3y$. Each term is a peak of width $1/R$ and total weight $(2\pi)^3\varphi(0)$ at $\mathbf q = \mathbf k + \mathbf G$. If no $\mathbf k + \mathbf G$ vanishes, the integrand of (2) is smooth at every peak, and its integrable singularity at $\mathbf q = 0$ lies a fixed distance away in the decaying wings. The limit $R \to \infty$ is then (3), whatever the shape of $\varphi$. This limit defines $S$ for $l \le 2$. For $l \ge 3$ it agrees with the plain sum by absolute convergence.

A sharp sphere is not such a cutoff. For $l = 0$ and $a = a'$, apply (12) to the omitted region $x > R$, which itself carries a smooth outer cutoff. The angular integral of $e^{i\mathbf q\cdot\mathbf x}$ is $4\pi \sin(qx)/(qx)$, so each $\mathbf G$ contributes
$$\frac{4\pi Y_{00}}{\Omega q} \int_R^\infty \sin(qx)\, dx = \frac{4\pi Y_{00}}{\Omega q^2} \cos(qR),$$
which does not decay with $R$. In the example below the $\mathbf G = 0$ amplitude is $0.1283$ bohr$^{-1}$. The sampled truncated sums range from $-0.2101$ to $0.1975$ bohr$^{-1}$, wider than this term allows, and in this decomposition the excess belongs to the terms with $\mathbf G \ne 0$, which do not decay either.

### 11. Ewald form

Write $Y^*_{lm}/D^{l+1} = \mathcal Y^*_{lm}(\mathbf D)\, D^{-(2l+1)}$. The substitution $t = u^2D^2$ in the definition of the gamma function gives
$$D^{-(2l+1)} = \frac{2}{\Gamma(l+\frac12)} \int_0^\infty u^{2l} e^{-u^2D^2} du.$$
Split the integral at $u = \eta$. The same substitution turns the part above $\eta$ into $D^{-(2l+1)}\, \Gamma(l+\frac12, \eta^2D^2)/\Gamma(l+\frac12)$, with the upper incomplete gamma function, which decays like a Gaussian in $D$ and is summed directly. The part below $\eta$ defines
$$h(\mathbf x) = \mathcal Y^*_{lm}(\mathbf x)\, \frac{2}{\Gamma(l+\frac12)} \int_0^\eta u^{2l} e^{-u^2x^2} du,$$
which is smooth everywhere and carries the long range. Its sum is done by (12) with $\Phi = e^{i\mathbf k\cdot\mathbf x} h$, in the sense of section 10.

The required transform is a Gaussian integral. Completing the square, $i\mathbf q\cdot\mathbf x - u^2x^2 = -q^2/4u^2 - u^2(\mathbf x - \mathbf x_0)^2$ with $\mathbf x_0 = i\mathbf q/2u^2$. The integrand is entire and decays along strips parallel to the real axis, so each Cartesian contour may be shifted to $\mathbf x = \mathbf x_0 + \mathbf y$ with real $\mathbf y$. The polynomial $\mathcal Y^*_{lm}(\mathbf x_0 + \mathbf y)$ is harmonic in $\mathbf y$, and (7) is for it a finite identity. Averaging over the direction of $\mathbf y$ removes every term but the first, which is $4\pi Y_{00}^2\, \mathcal Y^*_{lm}(\mathbf x_0) = \mathcal Y^*_{lm}(\mathbf x_0)$. With $\int e^{-u^2y^2} d^3y = \pi^{3/2}/u^3$ and homogeneity,
$$\int e^{i\mathbf q\cdot\mathbf x}\, \mathcal Y^*_{lm}(\mathbf x)\, e^{-u^2x^2} d^3x = \frac{\pi^{3/2}}{u^3} \Big(\frac{i}{2u^2}\Big)^l q^l\, Y^*_{lm}(\hat{\mathbf q})\, e^{-q^2/4u^2}.$$
The power $u^{-2l}$ cancels $u^{2l}$. With $t = q^2/4u^2$ and $dt = -q^2 du/2u^3$, $\int_0^\eta u^{-3} e^{-q^2/4u^2} du = (2/q^2)\, e^{-q^2/4\eta^2}$. Since $\Gamma(l+\frac12) = \sqrt\pi\,(2l-1)!!/2^l$, the constants combine to $2 \cdot 2\,\pi^{3/2} (i/2)^l\, 2^l/[\sqrt\pi\,(2l-1)!!] = 4\pi i^l/(2l-1)!!$.

Equation (12) sums over all $\mathbf T$, so for $a = a'$ it includes $\mathbf D = 0$, and $h(0)$ must be subtracted. It vanishes for $l > 0$ because $\mathcal Y_{lm}(0) = 0$. For $l = 0$ it is $Y_{00}\, 2\eta/\sqrt\pi = \eta/\pi$, using $Y_{00} = 1/(2\sqrt\pi)$. Therefore
$$S^{aa'}_{lm} = \sum_{\mathbf D \ne 0} e^{i\mathbf k\cdot\mathbf D}\, \frac{Y^*_{lm}(\hat{\mathbf D})}{D^{l+1}}\, \frac{\Gamma(l+\frac12, \eta^2D^2)}{\Gamma(l+\frac12)} + \frac{4\pi i^l}{\Omega\,(2l-1)!!} \sum_{\mathbf G} e^{-i\mathbf G\cdot\boldsymbol\tau} q^{l-2}\, Y^*_{lm}(\hat{\mathbf q})\, e^{-q^2/4\eta^2} - \delta_{aa'}\delta_{l0}\, \frac\eta\pi. \tag{13}$$
The total does not depend on $\eta$, and both sums have Gaussian convergence.

The numerical output contains the checks. In a triclinic two-atom cell, (13) agrees with real-space sums under a smooth cutoff to $2.9\times10^{-10}$ in atomic units, absolute, for all $l \le 6$. On a simple cubic lattice of constant $a$ at $\mathbf k = (\pi/a)(1,1,1)$ the phase is $\pm1$ on alternate sites, so $aS_{00}/Y_{00}$ is the rock-salt Madelung sum. Equation (13) and a neutral-cube Evjen sum both give $-1.7475646$. The full $64\times64$ matrix (11) in the triclinic cell, with $L \le 3$ and two smooth radial functions per channel, agrees with (3) to $4.4\times10^{-8}$ Ha bohr$^3$, absolute.

### 12. Symmetry and structure of the matrix

Exchanging the atoms maps $\mathbf D$ to $-\mathbf D$, and exchanging $I$ and $J$ maps $m$ to $-m$. With parity and $Y^*_{l,-m} = (-1)^m Y_{lm}$,
$$S^{a'a}_{l,-m} = \sum_{\mathbf D \neq 0} e^{-i\mathbf k\cdot\mathbf D}\, (-1)^{l+m}\, \frac{Y_{lm}(\hat{\mathbf D})}{D^{l+1}} = (-1)^{l+m} \big[S^{aa'}_{lm}\big]^*.$$
The square root in $c$ is symmetric under the exchange, and the sign of $c_{L'M',LM}$ is $(-1)^{L+M}$. The product of signs is $(-1)^{L+M+L+L'+M-M'} = (-1)^{L'+M'}$, the sign of $c_{LM,L'M'}$. Hence $v_{JI} = v_{IJ}^*$.

From (3), for any coefficients $x_J$, $x^\dagger v x = \Omega^{-1}\sum_{\mathbf G} (4\pi/q^2)\, |b_{\mathbf G}|^2$ with $b_{\mathbf G} = \sum_J x_J e^{-i\mathbf G\cdot\mathbf R_{a'}} \hat m_J(\mathbf q)$, the plane-wave amplitudes of the combination. They all vanish only if the combination is zero, so $v$ is positive definite for linearly independent functions. By Parseval, $\Omega^{-1}\sum|b_{\mathbf G}|^2$ is the squared norm of the combination over the whole crystal, which equals that of $\sum_J x_J m_J$ in one cell. For an orthonormal set every eigenvalue is therefore bounded above by $4\pi/q_{\min}^2$, with $q_{\min}$ the shortest $|\mathbf k + \mathbf G|$.

In (11) the index $P$ enters the lattice part through $Q$ alone. Within one channel $aLM$ the radial functions can be recombined so that one carries the moment and the others have $Q = 0$. The latter produce no field outside their sphere, couple within their own channel through $K$, and have matrix elements independent of $\mathbf k$. For the unnormalised zero-moment $p$ combination $Q_{P'} M_P - Q_P M_{P'}$, (3) gives at most $7.4\times10^{-11}$ in atomic units (Ha bohr$^{11/2}$, since the coefficients are moments) for the couplings to other channels, and its row was tested to be the same at two wave vectors.

If the set of vectors $\mathbf D$ is invariant under inversion, pairing $\mathbf D$ with $-\mathbf D$ replaces $e^{i\mathbf k\cdot\mathbf D}$ by $\cos\mathbf k\cdot\mathbf D$ for even $l$ and by $i\sin\mathbf k\cdot\mathbf D$ for odd $l$. Since $Y_{l0}$ is real, $S_{l0}$ is then real for even $l$ and imaginary for odd $l$.

### 13. The limit of small wave vector

In (13) the real-space sum and the terms $\mathbf G \ne 0$ are analytic in $\mathbf k$ near zero. In the $\mathbf G = 0$ term, $(e^{-k^2/4\eta^2} - 1)/k^2$ is analytic and multiplies the polynomial $\mathcal Y^*_{lm}(\mathbf k)$. Thus
$$S^{aa'}_{lm}(\mathbf k) = \frac{4\pi i^l}{\Omega\,(2l-1)!!}\, k^{l-2}\, Y^*_{lm}(\hat{\mathbf k}) + \text{analytic}. \tag{14}$$
The first term diverges as $k^{-2}$ for $l = 0$ and as $k^{-1}$ for $l = 1$, except along directions where $Y_{1m}(\hat{\mathbf k}) = 0$, on which it vanishes. It has a direction-dependent limit for $l = 2$ and tends to zero for $l \ge 3$.

For $L = L' = 0$, $c \cdot 4\pi Y_{00} = (4\pi)^{3/2}(4\pi)^{1/2}$, and the divergent head is $16\pi^2 Q Q'/(\Omega k^2)$. For $L = 0$, $L' = 1$, one has $m = -M'$, the factorials in $c$ cancel and $c = (-1)^{1+M'}(4\pi)^{3/2}/3$. With $Y^*_{1,-M'} = (-1)^{M'} Y_{1M'}$ the wing is $-i(4\pi)^{5/2} Y_{1M'}(\hat{\mathbf k})\, Q Q'/(3\Omega k)$. Both equal the $\mathbf G = 0$ term of (3) with $j_L(kr) \approx (kr)^L/(2L+1)!!$, and subtracting that term was tested to leave a bounded and nearly constant rest.

For $l = 2$ on a simple cubic lattice, with $\boldsymbol\tau = 0$ or $\boldsymbol\tau$ at the body centre, the analytic part of $S_{20}$ vanishes at $\mathbf k = 0$: every sum in (13) then runs over shells closed under permutation of the axes, with a phase $e^{-i\mathbf G\cdot\boldsymbol\tau}$ that the permutation leaves unchanged, and on these shells $3z^2 - r^2$ sums to zero. For a shift along one cube edge or to a face centre the shells are not closed under permutation and the argument does not apply. In the two symmetric cases $S_{20} \to -\frac{4\pi}{3\Omega} Y_{20}(\hat{\mathbf k})$. For $\Omega = 125$ bohr$^3$ and $Y_{20}(\hat{\mathbf z}) = \sqrt{5/4\pi}$ this is $-2.1138\times10^{-2}$ bohr$^{-3}$ along $z$, and since $Y_{20}(\hat{\mathbf x}) = -\frac12 Y_{20}(\hat{\mathbf z})$ it is $+1.0569\times10^{-2}$ bohr$^{-3}$ along $x$.

The limit along $z$ has a real-space meaning. At fixed $\mathbf k = k\hat{\mathbf z} \neq 0$ and for $l = 2$ the cutoff may have separate widths in the plane and along $z$, taken to infinity one after the other, because the singular term $q^{l-2}Y^*_{lm}(\hat{\mathbf q})$ is bounded near $\mathbf q = 0$. For $l = 0$ this order is not available, since the sum of $1/D$ over a single plane diverges. Let the in-plane width grow first. Each lattice plane is then summed completely, which converges absolutely like $\sum\rho^{-3}$ in two dimensions. For a plane at height $z \ne 0$ the smooth part of the in-plane Poisson sum is, with $t = \rho^2 + z^2$,
$$\int \frac{3z^2 - r^2}{r^5}\, d^2\rho = \pi\int_{z^2}^\infty \big(3z^2 t^{-5/2} - t^{-3/2}\big)\, dt = \pi\Big(\frac{2}{|z|} - \frac{2}{|z|}\Big) = 0.$$
The other in-plane components solve the Laplace equation and decay as $e^{-G_\parallel|z|}$. The sum over planes converges exponentially, so $e^{ikz} \to 1$ may be taken inside it, and the limit is the $\mathbf k = 0$ sum for a thin wide slab. A direct slab sum, extrapolated linearly in the inverse disc radius, gives $-2.1137\times10^{-2}$ bohr$^{-3}$. Spherical summation at $\mathbf k = 0$ gives zero by the shell argument ($8\times10^{-18}$ numerically). At $\mathbf k = 0$ the $l = 2$ sum depends on the shape of the crystal, and as $\mathbf k \to 0$ the blocks of (11) with $L + L' \le 2$ have no finite, direction-independent limit unless a moment vanishes.

### 14. Worked example

The parameters are round model values and describe no material. The cell is simple cubic with $a = 5$ bohr and $\Omega = 125$ bohr$^3$, atom A at the origin and atom B at the body centre. The radii are $s_A = 2.2$ and $s_B = 2.0$ bohr. Their sum, 4.2 bohr, is below the A-B distance of 4.3301 bohr, and $2s_A < a$. The wave vector is $\mathbf k = (2\pi/a)(0.1, 0.2, 0.3) = (0.125664, 0.251327, 0.376991)$ bohr$^{-1}$, $k = 0.470191$ bohr$^{-1}$. Each channel with $L \le 2$ has one normalised function $M = \mathcal N r^L(1 - r^2/s^2)^3$.

For $L = 0$ the radial quantities follow by hand. Let $I_n = \int_0^1 t^2(1-t^2)^n dt$. Integration by parts gives $I_n = \frac{2n}{3}\int t^4(1-t^2)^{n-1} dt = \frac{2n}{3}(I_{n-1} - I_n)$, so $I_n = \frac{2n}{2n+3} I_{n-1}$ with $I_0 = \frac13$. This yields $I_3 = 16/315$, $I_6 = 1024/45045$ and $I_7 = \frac{14}{17} I_6$. Normalisation reads $\mathcal N^2 s^3 I_6 = 1$, which for $s^3 = 10.648$ gives $\mathcal N_A = 2.032541$ bohr$^{-3/2}$. Then $Q_A = \mathcal N s^3 I_3 = 2.032541 \times 10.648 \times 16/315 = 1.099301$ bohr$^{3/2}$. In (5) the regions $r' < r$ and $r' > r$ contribute equally, so $K = 8\pi\mathcal N^2 s^5 \int_0^1 t(1-t^2)^3 p(t)\, dt$ with $p(t) = \int_0^t t'^2(1-t'^2)^3 dt'$. Since $t(1-t^2)^3 = -\frac18\frac{d}{dt}(1-t^2)^4$ and the boundary terms vanish, the integral is $I_7/8$, and
$$K = \pi\mathcal N^2 s^5 I_7 = \tfrac{14}{17}\pi s^2,$$
which is $12.522019$ Ha bohr$^3$ for A and $10.348776$ Ha bohr$^3$ for B. The other values used are $Q_{B0} = 0.952857$, $Q_{A1} = 1.570116$, $Q_{B1} = 1.237229$, $Q_{B2} = 1.855234$ (in bohr$^{L+3/2}$) and $K_{A1} = 3.734637$ Ha bohr$^3$. The structure constants come from (13). Elements are labelled by atom and $LM$ and given in Ha bohr$^3$.

A$00$ with A$00$: $c = (4\pi)^{3/2} = 44.546624$ and $S^{AA}_{00} = -0.01844132$ bohr$^{-1}$. The lattice part is $44.546624 \times 1.099301^2 \times (-0.01844132) = -0.992751$, and $v = 12.522019 - 0.992751 = 11.529268$. With 1 Ha bohr$^3 = 4.032311$ eV Å$^3$ this is $46.4896$ eV Å$^3$.

A$00$ with B$00$: there is no on-site term, $S^{AB}_{00} = 0.08068234$ bohr$^{-1}$, and $v = 44.546624 \times 1.099301 \times 0.952857 \times 0.08068234 = 3.764764$.

A$10$ with A$10$: $l = 2$, $m = 0$, $c = -44.546624\sqrt{2!\,2!/45} = -13.281237$ and $S^{AA}_{20} = -0.01098779$ bohr$^{-3}$. The lattice part is $(-13.281237) \times 1.570116^2 \times (-0.01098779) = 0.359760$, and $v = 3.734637 + 0.359760 = 4.094397$.

A$00$ with B$10$: $c = -44.546624/3 = -14.848875$ and $S^{AB}_{10} = 0.07435185\,i$ bohr$^{-2}$, so $v = -14.848875 \times 1.099301 \times 1.237229 \times 0.07435185\,i = -1.501593\,i$. The vectors $\mathbf T + \frac a2(1,1,1)$ are invariant under inversion, so section 12 requires an imaginary $S_{10}$ and real $S_{00}$ and $S_{20}$, as found. The sign $-i$ is also that of the wing for $k_z > 0$.

A$11$ with B$2,-1$: $l = 3$, $m = 2$, the sign is $(-1)^{2-1}$, and the root is $\sqrt{5!\,1!/(3\cdot5\cdot7\cdot2!\,0!\,1!\,3!)} = \sqrt{120/1260}$, so $c = -13.747387$. With $S^{AB}_{32} = (-1.621351 + 0.2917462\,i)\times10^{-3}$ bohr$^{-4}$ and $Q_{A1} Q_{B2} = 1.570116 \times 1.855234$, $v = 0.064927 - 0.011683\,i$.

The plane-wave form (3) reproduces all five elements to the six decimals shown.

The small negative $S^{AA}_{00}$ is a near cancellation. The first term of (14) is $+0.1283$ bohr$^{-1}$ at this $k$, so the analytic part is about $-0.147$ bohr$^{-1}$. In terms of $v$, the head coefficient is $16\pi^2 \times 1.099301^2/125 = 1.526663$ Ha bohr and the rest tends to $3.904579$ Ha bohr$^3$ as $k \to 0$. These two terms give $1.526663/0.470191^2 + 3.9046 \approx 10.81$ at the present $k$, against the full $11.53$. The difference of about 0.72 Ha bohr$^3$, 6 per cent of the full value, is the $\mathbf k$ dependence of the analytic part, which starts at second order because the sum is even in $\mathbf k$.

The $18\times18$ matrix has eigenvalues from $1.617$ to $15.489$ Ha bohr$^3$. The functions are orthonormal here, and each component of $\mathbf k$ is below $\pi/a$, so $q_{\min} = k$ and the bound of section 12 is $4\pi/k^2 = 56.84$ Ha bohr$^3$. The bound is reached only by a combination whose whole norm lies in the plane wave $e^{i\mathbf k\cdot\mathbf r}$. Functions confined to spheres vanish in the interstitial region and cannot form it. This shows that the bound is not reached but does not fix the size of the gap: the spheres fill $4\pi(s_A^3 + s_B^3)/3\Omega = 0.62$ of the cell, and the largest eigenvalue also depends on the radial functions, here a single one per channel that falls to zero at the boundary. Products of Bloch functions do not vanish between the spheres, so the mixed basis also contains interstitial functions, whose Coulomb matrix elements are not covered by (11).

## Computed results

```
s-s pair, radii 2.1, 1.8 bohr: true/multipole = 1.000000000 at D=3.9 bohr
  overlapping, D=2.0 bohr: true/multipole = 0.987084
pair W, 6D quadrature vs multipole form, worst relative block error = 1.1e-11
Ewald vs smoothly cut real-space sum, l<=6: max error = 2.9e-10 a.u.
triclinic 64x64 matrix, formula vs definition: max error = 4.4e-08 Ha bohr^3
same with n=0 (step at sphere, qmax=22/bohr): max error = 6.1e-04 Ha bohr^3
zero-moment p function: largest coupling outside its own LM = 7.4e-11 Ha bohr^3
sc, k=(pi/a)(1,1,1): a S00/Y00 = -1.7475646, Evjen sum = -1.7475646
S20(k->0 along z) = -2.113775e-02, slab sum = -2.113708e-02, along x = 1.056887e-02 bohr^-3
spherical sum of S20 at k=0: 8e-18 bohr^-3
head k^2 v(As,As) -> 1.526663 Ha bohr; regular rest 3.904579 Ha bohr^3
EXAMPLE a=5.0 bohr, Vol=125.0 bohr^3, sA=2.2, sB=2.0 bohr, A-B=4.3301 bohr, n=3
k = (0.125664, 0.251327, 0.376991) /bohr, |k| = 0.470191 /bohr
A L=0: N=2.032541 bohr^-1.5, Q=1.099301 bohr^1.5, K=12.522019 Ha bohr^3
A L=1: N=2.199280 bohr^-2.5, Q=1.570116 bohr^2.5, K=3.734637 Ha bohr^3
A L=2: N=1.948721 bohr^-3.5, Q=2.589840 bohr^3.5, K=2.027374 Ha bohr^3
B L=0: N=2.344922 bohr^-1.5, Q=0.952857 bohr^1.5, K=10.348776 Ha bohr^3
B L=1: N=2.791015 bohr^-2.5, Q=1.237229 bohr^2.5, K=3.086477 Ha bohr^3
B L=2: N=2.720345 bohr^-3.5, Q=1.855234 bohr^3.5, K=1.675516 Ha bohr^3
A(0,0)-A(0,0): c=44.546624, S_0,0=-1.844132e-02-6.776264e-21i bohr^-1
   cQQ'S=-0.992751-0.000000i, v=+11.529268-0.000000i Ha bohr^3
   plane-wave definition +11.529268+0.000000i Ha bohr^3
A(0,0)-B(0,0): c=44.546624, S_0,0=+8.068234e-02+1.702650e-18i bohr^-1
   cQQ'S=+3.764764+0.000000i, v=+3.764764+0.000000i Ha bohr^3
   plane-wave definition +3.764764+0.000000i Ha bohr^3
A(1,0)-A(1,0): c=-13.281237, S_2,0=-1.098779e-02+0.000000e+00i bohr^-3
   cQQ'S=+0.359760-0.000000i, v=+4.094397+0.000000i Ha bohr^3
   plane-wave definition +4.094397+0.000000i Ha bohr^3
A(0,0)-B(1,0): c=-14.848875, S_1,0=+9.763116e-19+7.435185e-02i bohr^-2
   cQQ'S=-0.000000-1.501593i, v=-0.000000-1.501593i Ha bohr^3
   plane-wave definition -0.000000-1.501593i Ha bohr^3
A(1,1)-B(2,-1): c=-13.747387, S_3,2=-1.621351e-03+2.917462e-04i bohr^-4
   cQQ'S=+0.064927-0.011683i, v=+0.064927-0.011683i Ha bohr^3
   plane-wave definition +0.064927-0.011683i Ha bohr^3
1 Ha bohr^3 = 4.032311 eV A^3; v(As,As) = 46.48960 eV A^3
18x18 eigenvalues from 1.617404 to 15.488826 Ha bohr^3; 4pi/k^2 = 56.841051
sharply cut S00(AA), R=40..60 bohr: from -0.2101 to 0.1975 /bohr
continuum amplitude 4pi Y00/(Vol k^2) = 0.1283 /bohr
```
